# Schottky barrier height from a thermionic saturation current

## Problem

A metal contact on n-type silicon has a saturation current density $J_s=10^{-6}\ \mathrm{A/cm^2}$ at $T=300$ K. Its effective Richardson constant is $A^*=112\ \mathrm{A\,cm^{-2}K^{-2}}$. Here $J_s$ is the forward current extrapolated to zero bias, divided by the true contact area. The contact is uniform and its current is carried by electrons passing over the barrier.

(a) Derive the relation between $J_s$ and the barrier height $\phi_B$.

(b) Calculate $\phi_B$ in eV.

(c) Find how errors in current, area and temperature affect the result.

(d) For a (100) silicon surface with doping $N=10^{16}\ \mathrm{cm^{-3}}$, estimate what the simple model leaves out.

The barrier $\phi_B$ is an energy, measured from the metal Fermi level to the top of the barrier at zero bias. The elementary charge is $q>0$, and positive $V$ means forward bias.

## Hints

1. Count the electrons that cross the barrier top per unit area and time. Each phase-space cell $h^3$ holds two electrons. What does the Fermi function become when $\phi_B\gg kT$?
2. At zero bias two opposite currents cancel. Which of them changes when a voltage is applied?
3. Put $J_s$ and $A^*T^2$ in the same area unit before taking the logarithm.
4. For errors, differentiate the logarithm. Remember that $T$ appears in two places.
5. For part (d), ask whether each neglected effect raises or lowers the current. A current change by a factor $r$ corresponds to a barrier change of size $kT|\ln r|$.

## Solution

### (a) The emission law

Let $x$ point towards the metal. Take first a single isotropic mass $m$, so that an electron at the barrier top has energy $\phi_B+p^2/2m$ above the Fermi level. The current density towards the metal is

$$J=\frac{2q}{h^3}\int_{p_x>0}\frac{p_x}{m}\,f\,d^3p,\qquad f=\frac{1}{e^{(\phi_B+p^2/2m)/kT}+1}.$$

For $\phi_B\gg kT$ the 1 in the denominator is negligible, so $f\simeq e^{-\phi_B/kT}e^{-p^2/2mkT}$. The integral then splits into three factors:

$$\int_0^\infty\frac{p_x}{m}e^{-p_x^2/2mkT}dp_x=kT,\qquad \int_{-\infty}^{\infty}e^{-p_y^2/2mkT}dp_y=\sqrt{2\pi mkT},$$

and the $p_z$ integral equals the $p_y$ integral. Their product is $2\pi m(kT)^2$, hence

$$J_s=A^*T^2e^{-\phi_B/kT},\qquad A^*=\frac{4\pi qmk^2}{h^3}.$$

The neglected 1 can be checked by expanding $1/(e^z+1)=e^{-z}-e^{-2z}+\dots$. The second term has the exponential squared, and its Gaussians are those of temperature $T/2$, which reduces the integral by $1/4$. The relative correction is therefore $-e^{-\phi_B/kT}/4$.

At zero bias an equal current flows from metal to semiconductor. Forward bias lowers the barrier seen from the semiconductor to $\phi_B-qV$, but leaves the barrier seen from the metal at $\phi_B$. The net current is

$$J=J_s\left(e^{qV/kT}-1\right),\qquad \ln J=\ln J_s+\frac{qV}{kT}+\ln\left(1-e^{-qV/kT}\right).$$

For $qV\gg kT$ the last term vanishes, and the straight line of $\ln J$ against $V$ has the intercept $\ln J_s$. This is how $J_s$ is read from a measurement.

A fit to 16 equally spaced points of the calculated curve between 0.15 and 0.30 V returns $J_s=0.996\times10^{-6}\ \mathrm{A/cm^2}$. It is slightly low because the last term is negative and rises towards zero with $V$, which tilts the fitted line. The resulting barrier error is $kT\ln(1/0.996)\simeq0.1$ meV.

### (b) The barrier

Divide the emission law by $A^*T^2$, take the logarithm and multiply by $-kT$:

$$\phi_B=kT\ln\frac{A^*T^2}{J_s}.$$

With both current densities in $\mathrm{A/cm^2}$,

$$A^*T^2=112\times300^2=1.008\times10^7\ \mathrm{A/cm^2},$$

$$\frac{A^*T^2}{J_s}=1.008\times10^{13},\qquad \ln\left(1.008\times10^{13}\right)=29.94.$$

Since $kT=0.025852$ eV,

$$\boxed{\phi_B=0.025852\ \mathrm{eV}\times29.94=0.774\ \mathrm{eV}\simeq0.77\ \mathrm{eV}}$$

or $1.240\times10^{-19}$ J. The assumption $\phi_B\gg kT$ holds: the barrier is about $30\,kT$, and the relative Fermi correction has size $2.5\times10^{-14}$. Integrating the full Fermi flux numerically and solving for the barrier also gives 0.7740 eV.

The formula would lose its basis if $J_s$ approached $A^*T^2$, because the barrier would then be comparable with $kT$.

### (c) Errors

If $J_s$ is multiplied by $r$, the inferred barrier changes by $-kT\ln r$. If $A^*$ is multiplied by $r$, it changes by $+kT\ln r$. A factor of 2 moves the result by 17.9 meV and a factor of 10 by 59.5 meV. An area taken too large by a factor $r$ divides $J_s$ by $r$ and raises the inferred barrier by $kT\ln r$. The logarithm thus makes the barrier insensitive to moderate errors in current or area.

A unit slip is larger. Combining the number 112, which belongs to square centimetres, with $J_s=10^{-2}\ \mathrm{A/m^2}$ makes the ratio too small by $10^4$ and gives the wrong value 0.536 eV.

For temperature, hold $J_s$ and $A^*$ fixed and differentiate both factors:

$$\frac{d\phi_B}{dT}=k\ln\frac{A^*T^2}{J_s}+kT\,\frac{2}{T}=\frac{\phi_B}{T}+2k.$$

The two terms are 2.58 and 0.17 meV/K, together 2.75 meV/K. A temperature reading 5 K too high therefore raises the inferred barrier by about 14 meV.

### (d) What the simple model leaves out

The estimates use rough silicon values: relative permittivity 11.7, longitudinal mass $m_l=0.98\,m_0$, transverse mass $m_t=0.19\,m_0$ and mobility $\mu=1200\ \mathrm{cm^2/Vs}$, where $m_0$ is the free-electron mass.

**Band masses.** For a valley with masses $m_x,m_y,m_z$ along the axes, the $p_x$ integral is still $kT$, while the other two give $2\pi\sqrt{m_ym_z}\,kT$. The mass $m$ in $A^*$ is therefore replaced by $\sqrt{m_ym_z}$. On a (100) surface, two of the six valleys have their long axis along $x$ and contribute $m_t$ each. The other four contribute $\sqrt{m_lm_t}$ each. With the free-electron constant $A_0=120.17\ \mathrm{A\,cm^{-2}K^{-2}}$,

$$A_{100}=A_0\,\frac{2m_t+4\sqrt{m_lm_t}}{m_0}=253\ \mathrm{A\,cm^{-2}K^{-2}}.$$

The given 112 is 0.443 of this. It is thus not the bare band value, but an effective constant. As usually quoted, it allows for electrons scattered or reflected back into the semiconductor, and also for the tunnelling and supply effects treated below. Using 253 instead would raise the inferred barrier by 21.1 meV. A quoted barrier should name the constant used.

**Image force.** An electron at distance $x$ from the metal is attracted by its image, a distance $2x$ away, with force $q^2/(16\pi\varepsilon x^2)$. Here $x$ is measured into the semiconductor and $\varepsilon$ is its permittivity. With an interface field of magnitude $F$, nearly constant close to the metal, the energy relative to the barrier without image force is

$$U(x)=-qFx-\frac{q^2}{16\pi\varepsilon x}.$$

Setting $U'=0$ gives the position of the top and the lowering $\Delta=-U(x_m)$:

$$x_m=\sqrt{\frac{q}{16\pi\varepsilon F}},\qquad \Delta=2qFx_m=q\sqrt{\frac{qF}{4\pi\varepsilon}}.$$

The field follows from Poisson's equation. At a point whose potential lies $s$ below the bulk value, the charge density is $qN(1-e^{-qs/kT})$. Multiplying Poisson's equation by the field and integrating up to the total band bending $\psi$ (in volts) gives

$$F^2=\frac{2}{\varepsilon}\int_0^\psi qN\left(1-e^{-qs/kT}\right)ds\simeq\frac{2qN}{\varepsilon}\left(\psi-\frac{kT}{q}\right),$$

where $e^{-q\psi/kT}$ has been dropped.

To find $\psi$, the depth of the bulk Fermi level below the band edge is needed. Summing the Boltzmann factor over six valleys gives $N=N_ce^{-\phi_n/kT}$ with

$$N_c=\frac{12}{h^3}(2\pi kT)^{3/2}\sqrt{m_lm_t^2}=2.83\times10^{19}\ \mathrm{cm^{-3}},$$

so $\phi_n=kT\ln(N_c/N)=0.2055$ eV. Let $\phi_0=\phi_B+\Delta$ be the barrier without image force. Then $q\psi=\phi_0-\phi_n$, and since $\Delta$ depends on $\psi$, the equations are solved together. The result is $\psi=0.591$ V, $F=0.0418$ MV/cm, $x_m=2.7$ nm and $\Delta=22.7$ meV.

The 0.774 eV found in part (b) is thus the lowered barrier that electrons cross. The barrier without image force is 0.797 eV. Both are legitimate quantities, but they must not be compared as if they were the same.

**Tunnelling.** Some electrons pass just below the top, and some above it are reflected. Near $x_m$ the barrier is an inverted parabola with curvature $|U''|=2qF/x_m$, so its frequency is $\omega=\sqrt{2qF/(mx_m)}$. The transmission of a parabolic barrier at energy $w$ relative to its top is the standard result $1/(1+e^{-2\pi w/\hbar\omega})$. The thermal current is multiplied by

$$\frac{1}{kT}\int_{-\infty}^{\infty}\frac{e^{-w/kT}\,dw}{1+e^{-2\pi w/\hbar\omega}}
=a\int_0^\infty\frac{t^{a-1}}{1+t}\,dt=\frac{\pi a}{\sin\pi a}.$$

The substitution is $t=e^{-2\pi w/\hbar\omega}$, with $a=\hbar\omega/(2\pi kT)$, and the last integral is standard for $0<a<1$. Two of the six valleys have the heavy mass along $x$ and tunnel less, but for simplicity the light mass $m_t$ is used for all. Then $\hbar\omega=35.2$ meV and $\pi a=0.680$, which gives a factor of 1.081.

A semiclassical calculation with the actual image-rounded shape below the top, keeping the parabolic law above it, gives 1.057. Taken alone, this gain would make the inferred barrier too low by 1.4 meV. Both estimates leave out reflection at the metal, however. The top is only 2.7 nm from the metal, less than the natural length $\sqrt{\hbar/(m_t\omega)}=3.4$ nm of the parabola, so the electron wave already feels the metal at the top. The reflection can outweigh the gain. It is one of the effects that the effective constant $A^*$ is meant to absorb. Heavier doping increases $F$ and hence $\omega$. The parabolic estimate diverges as $a\to1$, because the integral then draws on energies far below the top, where the real barrier is no longer a parabola. The divergence belongs to the approximation, not to the current.

**Supply of electrons.** Electrons must diffuse up the barrier slope against the field before they can be emitted. Their particle flux towards the metal is

$$\Phi=D\frac{dn}{dx}-\mu Fn,\qquad D=\frac{\mu kT}{q}.$$

Write $n=n_{eq}g$, with $n_{eq}=n_0e^{qFx/kT}$ the equilibrium density near the contact. Because $D\,n_{eq}'=\mu Fn_{eq}$, the drift term cancels and $\Phi=Dn_{eq}g'$. Integrating away from the contact gives

$$g_{bulk}-g(0)=\frac{\Phi}{Dn_0}\int_0^\infty e^{-qFx/kT}dx=\frac{\Phi}{n_0v_D},\qquad v_D=\mu F.$$

Emission at the contact gives $\Phi=v_Rn_0[g(0)-1]$. Matching this to the emission law with $n_0=N_ce^{-\phi_B/kT}$ requires $v_R=A^*T^2/(qN_c)$. In the bulk $g_{bulk}=e^{qV/kT}$. Adding the two differences,

$$e^{qV/kT}-1=\frac{\Phi}{n_0}\left(\frac1{v_R}+\frac1{v_D}\right),$$

so the emission current is divided by $1+v_R/v_D$. Here $v_R=2.2\times10^6$ cm/s and $v_D=5.0\times10^7$ cm/s. The latter is a scale built from the low-field mobility, not an actual drift speed: near equilibrium, drift and diffusion almost cancel. The ratio is 0.044, and if $A^*$ does not already contain this factor, neglecting it makes the inferred barrier too high by about 1 meV. This is only a rough size. The rounding of the top is left out, and most of the integral comes from a layer of thickness $kT/(qF)\simeq6$ nm, which is thinner than the mean free path of the electrons, so drift and diffusion describe it poorly.

**The real contact.** A barrier of 0.77 eV lies within the ordinary range for metals on n-type silicon, roughly 0.5 to 0.9 eV, and 112 is a usual rough value of $A^*$. Among the effects sized here, the image force and the choice of $A^*$ matter most, at slightly over 20 meV each. The estimated tunnelling gain and supply correction are much smaller at this doping. They show the size of these effects, but the usual value 112 already contains them, so they should not be applied again to 0.774 eV. Reflection at the metal has not been sized separately and is left to the effective $A^*$.

Real contacts can also break the assumption of uniformity. Because $e^{-\phi/kT}$ is a convex function of $\phi$, its average over the area is at least as large as its value at the average barrier. If the patches are wide enough to conduct independently, the inferred barrier therefore lies at or below the area average, by an amount that depends on the unknown variation. Small patches also change the barriers of their neighbours, which this argument leaves out. Edge leakage, recombination in the depletion layer and series resistance have not been sized and must be excluded by the measurement. The third decimal in 0.774 eV belongs to the arithmetic of the stated model, not to the accuracy of a real barrier.

## Variation 1: the same contact at 350 K

*Keep $\phi_B$ and $A^*$ fixed. What is $J_s$ at 350 K?*

Divide the emission laws at the two temperatures:

$$\frac{J_s(350)}{J_s(300)}=\left(\frac{350}{300}\right)^2
\exp\left[\frac{\phi_B}{k}\left(\frac1{300\ \mathrm K}-\frac1{350\ \mathrm K}\right)\right].$$

The exponent is $29.94\times(1-300/350)=4.277$. The square gives 1.36 and the exponential about 72, so the current grows 98 times, to $9.8\times10^{-5}\ \mathrm{A/cm^2}$. Nearly all the growth comes from the exponential.

If this current were analysed with $T=300$ K by mistake, the inferred barrier would fall by $kT\ln98.1=0.1185$ eV, to 0.6555 eV. The temperature must be that of the contact itself. In a real contact, $\phi_B$ may also change with temperature, which this variation excludes.

## Variation 2: reverse bias of 5 V

*Does the reverse current stay at $J_s$?*

Without image force it would, since the barrier seen from the metal would not depend on bias. With image force, the band bending rises from 0.591 to 5.591 V. The field formula of part (d) then gives $F=0.131$ MV/cm, and the lowering grows from 22.7 to 40.2 meV. Through this lowering alone, the reverse current increases by

$$\exp\left(\frac{40.2-22.7}{25.85}\right)=1.97.$$

The image force alone thus almost doubles the "saturation" current. Reading $J_s$ at this bias would make the inferred zero-bias barrier 17.5 meV too low from this effect. Tunnelling also grows with the field, and carriers generated in the depletion layer can add to the current, so the real error can be larger. The forward extrapolation largely avoids these errors.

The field is below the rough breakdown scale of silicon, 0.3 MV/cm, but this estimate is for a flat contact. Field crowding at an unprotected edge can bring breakdown and leakage at lower voltage. The numerical output lists the main results of both variations.

## Table of computed values

```
saturation current density J_s: 1e-06 A/cm2
temperature T: 300 K
Richardson constant A*: 112 A/(cm2 K2)
thermal energy kT: 0.025852 eV
A* T^2: 1.008e+07 A/cm2
ratio A* T^2 / J_s: 1.008e+13
logarithm of ratio: 29.9416
BARRIER phi_B: 0.7740 eV
BARRIER phi_B: 1.2402e-19 J
barrier from flux integral and root: 0.7740 eV
J_s from forward-line intercept: 9.9605e-07 A/cm2
barrier from that intercept: 0.7742 eV
free-electron Richardson constant: 120.17 A/(cm2 K2)
equivalent single mass / m0: 0.932
relative Fermi correction, size: 2.5e-14
shift for factor 2 in J_s, size: 17.9 meV
shift for factor 10 in J_s, size: 59.5 meV
d phi_B/dT at fixed J_s: 2.75 meV/K
wrong barrier, A* in cm2 but J_s in m2: 0.536 eV
J_s at hotter temperature: 9.81e-05 A/cm2
hotter temperature: 350 K
growth of J_s on heating: 98.1 times
silicon doping (rough): 1.0e+16 cm^-3
relative permittivity (rough): 11.7
longitudinal mass / m0 (rough): 0.98
transverse mass / m0 (rough): 0.19
mobility (rough): 1200 cm2/Vs
six-valley (100) Richardson constant: 253.1 A/(cm2 K2)
given A* / six-valley value: 0.443
barrier shift with six-valley value: 21.1 meV
density of states N_c: 2.832e+19 cm^-3
band edge above Fermi level in bulk: 0.2055 eV
band bending psi: 0.5912 V
interface field at zero bias: 0.0418 MV/cm
image-force lowering at zero bias: 22.7 meV
distance of barrier top from metal: 2.71 nm
barrier without image force: 0.7967 eV
reverse bias: 5 V
interface field at reverse bias: 0.1312 MV/cm
image-force lowering at reverse bias: 40.2 meV
reverse current growth by image force: 1.97 times
hbar omega of barrier top: 35.2 meV
theta = hbar omega/(2kT): 0.680
tunnelling factor, parabolic top: 1.081
tunnelling factor, image-rounded top: 1.057
barrier shift by tunnelling, size: 1.4 meV
emission velocity v_R: 2.22e+06 cm/s
drift velocity scale v_D: 5.02e+07 cm/s
ratio v_R/v_D: 0.0443
barrier shift by diffusion, size: 1.1 meV
```
